# Closing time of a filament gap at constant voltage

## Result

A conducting filament grows through an insulator towards the opposite electrode. The remaining gap is $g$, the voltage $V$ is constant, and the tip moves at speed $v_0\exp(bV/g)$. Define

$$L=bV,\qquad x=\frac{L}{g_0},$$

where $g_0$ is the initial gap. Both $L$ and $g$ are lengths. The closing time of this model is

$$t_c=\frac{g_0}{v_0}\,E_2(x),\qquad E_2(x)=\int_1^\infty\frac{e^{-xs}}{s^2}\,ds, \tag{1}$$

and for $x\gg1$ it becomes

$$t_c\simeq t_{\rm lead}=\frac{g_0^2}{v_0\,bV}\,e^{-bV/g_0}. \tag{2}$$

Form (2) overestimates (1) by a factor between $1+1/x$ and $1+2/x$. At moderate $x$ this matters, and (1) should be used. For $x\gg1$ most of the time passes while the tip covers a distance of order $\delta=g_0^2/L$, which is much shorter than $g_0$. In this sense the initial gap sets the time.

## Origin of the speed law

The algebra uses atomic units, so $e=1$, and $kT$ is an energy. With $V$ in volts and $kT$ in eV, the same formulas hold numerically.

Suppose that one ion hop limits the growth and that each forward hop advances the tip by the hop length $a$. The ion has charge number $z$, attempt frequency $\nu$ and zero-field barrier $E_a$. For a blunt tip the field is $V/g$. The saddle point of a symmetric barrier lies $a/2$ from the starting site, so to first order the field lowers the forward barrier by $zaV/(2g)$ and raises the backward barrier by the same amount. The net speed is

$$v=a\nu e^{-E_a/kT}\left(e^{L/g}-e^{-L/g}\right),\qquad L=\frac{zaV}{2kT}. \tag{3}$$

Backward hops are weaker than forward hops by $e^{-2L/g}$. Dropping them gives the stated law with

$$v_0=a\nu e^{-E_a/kT},\qquad b=\frac{za}{2kT}. \tag{4}$$

## Closing time

The gap shrinks, so the equation of motion carries a minus sign:

$$\frac{dg}{dt}=-v_0e^{L/g}.$$

Separate the variables and integrate from $g=g_0$ at $t=0$ to $g=0$ at $t=t_c$. Reversing the limits absorbs the minus sign:

$$t_c=\frac1{v_0}\int_0^{g_0}e^{-L/g}\,dg. \tag{5}$$

The speed diverges at contact, but its inverse tends to zero there, so the integral is finite. Substitute $u=L/g$, for which $dg=-L\,du/u^2$. The limits $g=0$ and $g=g_0$ become $u=\infty$ and $u=x$, and

$$t_c=\frac{L}{v_0}\int_x^\infty\frac{e^{-u}}{u^2}\,du. \tag{6}$$

A second substitution, $u=xs$, turns the integral into $E_2(x)/x$. Since $L/x=g_0$, this is (1).

**High field.** Integration by parts gives

$$\int_x^\infty\frac{e^{-u}}{u^n}\,du=\frac{e^{-x}}{x^n}-n\int_x^\infty\frac{e^{-u}}{u^{n+1}}\,du .$$

Apply this for $n=2,3,4$ and multiply by $x$:

$$E_2(x)=\frac{e^{-x}}{x}\left(1-\frac2x+\frac6{x^2}-\dots\right). \tag{7}$$

The first term, inserted in (1), gives $g_0e^{-x}/(v_0x)$. Replacing $x$ by $bV/g_0$ in the denominator yields (2).

**Bounds.** Series (7) is asymptotic, so a bound on the error is more useful than further terms. Differentiation gives

$$-\frac{d}{du}\frac{e^{-u}}{u(u+1)}=\frac{e^{-u}}{u^2}\,\frac{u^2+3u+1}{u^2+2u+1}>\frac{e^{-u}}{u^2},$$

$$-\frac{d}{du}\frac{e^{-u}}{u(u+2)}=\frac{e^{-u}}{u^2}\,\frac{u^2+4u+2}{u^2+4u+4}<\frac{e^{-u}}{u^2}.$$

Integrate both lines from $x$ to infinity, where the boundary terms vanish, and multiply by $x$:

$$\frac{e^{-x}}{x+2}<E_2(x)<\frac{e^{-x}}{x+1}. \tag{8}$$

Dividing $e^{-x}/x$ by these bounds gives the error factors quoted for (2). If no routine for $E_2$ is available, (8) brackets the time with a ratio $(x+2)/(x+1)$ between its ends. For very large $x$, work with $\ln t_c$ to avoid underflow.

## Why the initial gap dominates

Let $t_{\rm left}(g)$ be the time still needed at gap $g$. The motion from there is the same problem with a new starting gap, so

$$t_{\rm left}(g)=\frac g{v_0}E_2(L/g),\qquad \frac{dt_{\rm left}}{dg}=\frac{e^{-L/g}}{v_0}.$$

The second relation follows from (5). Dividing it by the first and using the upper bound in (8) gives

$$\frac{d\ln t_{\rm left}}{dg}=\frac{e^{-L/g}}{g\,E_2(L/g)}>\frac{L/g+1}{g}>\frac L{g^2}\ge\frac L{g_0^2}=\frac1\delta .$$

Integrate over an advance $s=g_0-g$:

$$\frac{t_{\rm left}(g_0-s)}{t_c}<e^{-s/\delta}. \tag{9}$$

The remaining time thus falls at least as fast as an exponential with decay length $\delta=g_0/x$. This length is small compared with the gap when $x\gg1$.

The early motion has a simple form. Expand the exponent for small $s$:

$$\frac L{g_0-s}=x+\frac s\delta+\frac1x\left(\frac s\delta\right)^2+\dots$$

When the quadratic term is much less than one, $ds/dt=v_0e^xe^{s/\delta}$. Separation and integration from $s=0$ give

$$\delta\left(1-e^{-s/\delta}\right)=v_0e^xt .$$

Since $\delta e^{-x}/v_0=t_{\rm lead}$, solving for $s$ gives

$$g(t)\simeq g_0+\delta\ln\left(1-\frac t{t_{\rm lead}}\right). \tag{10}$$

The tip creeps and then runs away. In this limit half the time is spent on the first $\delta\ln2$. By (7), $t_{\rm lead}$ exceeds $t_c$ by a fraction of about $2/x$. Equation (10) therefore fails once $1-t/t_{\rm lead}$ falls to about $2/x$, at an advance near $\delta\ln(x/2)$. For $x\gg1$, replacing $t_{\rm lead}$ by $t_c$ in (10) extends its range to later times, at the price of overestimating the early advance by a fraction of about $2/x$: the leading form of the remaining time gives $t_{\rm left}/t_c\simeq e^{x-L/g}\simeq e^{-s/\delta}$ as long as $s/\delta$ is small compared with $\sqrt x$, that is, $s\ll g_0/\sqrt x$. For $x\gg1$ the tip is still far from contact at the end of this range, although little time is left. Equation (10) therefore describes the start of the runaway, not the final approach.

## Sensitivity to gap and voltage

At fixed $V$ and temperature, (5) gives $dt_c/dg_0=e^{-x}/v_0$. Hence

$$p\equiv\frac{\partial\ln t_c}{\partial\ln g_0}=\frac{e^{-x}}{E_2(x)},\qquad x+1<p<x+2. \tag{11}$$

For the voltage, note that (1) doubles when $g_0$ and $L$ are both doubled. It is homogeneous of degree one in these two lengths, so its logarithmic derivatives add up to one. Because $L\propto V$,

$$\frac{\partial\ln t_c}{\partial\ln V}=1-p \tag{12}$$

at fixed gap and temperature. This lies between $-(x+1)$ and $-x$.

## The low-field limit

For $x\ll1$, $E_2(x)\to1$ and the pure exponential law gives $t_c\to g_0/v_0$. The tip then moves at nearly constant speed over most of the gap, and the initial stretch no longer dominates. At $x=0.05$ the tip has covered $0.44g_0$ at half time, against $0.0034g_0$ at $x=200$.

For hopping ions this limit of the exponential law is unphysical, because it leaves a finite drift at zero voltage. Backward hops must be restored. For $L/g\ll1$, (3) becomes $v\simeq2v_0L/g$, and

$$t_c\simeq\int_0^{g_0}\frac{g\,dg}{2v_0L}=\frac{g_0^2}{4v_0L}\qquad(x\ll1). \tag{13}$$

The final stretch $g\lesssim L$ violates the expansion, but its contribution vanishes relative to (13) as $x\to0$. An estimate of disturbance at a small read voltage should therefore use (3), not an extrapolation of (2). Random diffusion and dissolution of the filament, absent here, may also matter in that regime.

## Worked example: a defective MgO film

Take a doubly charged ion with $a=0.30$ nm, $\nu=10^{13}$ s$^{-1}$ and $E_a=0.70$ eV. The gap is $g_0=5.0$ nm, with $V=3.0$ V and $T=300$ K, so $kT=0.02585$ eV. Then

$$v_0=(0.30\ \text{nm})(10^{13}\ \text{s}^{-1})\,e^{-0.70/0.02585}=5.22\ \text{nm/s},$$

$$b=\frac{2\times0.30}{2\times0.02585}=11.6\ \text{nm/V},\qquad L=34.8\ \text{nm},\qquad x=6.96 .$$

With $E_2(x)=1.079\times10^{-4}$, (1) gives

$$t_c=\frac{5.0}{5.22}\times1.079\times10^{-4}\ \text{s}=1.03\times10^{-4}\ \text{s},$$

or $4.27\times10^{12}$ atomic units of time. The leading form gives $1.30\times10^{-4}$ s, which is 26% above the model's exact value and within the bounds of 14% and 29%.

The decay length is $\delta=0.72$ nm. Half the time has passed when the gap is still 4.63 nm, an advance of 0.37 nm. Equation (10), with time scaled by the exact $t_c$, predicts 0.50 nm. The actual advance is shorter, as (9) requires. Equation (10) with $t_{\rm lead}$ kept gives 0.36 nm, so at $x\approx7$ the rescaled form is the less accurate one at this stage. After an advance of $\delta$, 23% of the time is left; at half the initial gap, 0.026% is left.

The sensitivities are $p=8.77$ for the gap and $-7.77$ for the voltage. A gap 10% larger, at the same voltage, lengthens the closing time by a factor of 2.24. A gap 0.1 nm (2%) larger lengthens it by 19%, and one 0.1 nm smaller shortens it by 16%.

## Effects outside the model

Each ratio below is relative to the model time $t_c$, with the other example parameters held fixed.

**Hopping.** Backward hops change the time by less than one part in a million. The second-order field effect is larger. For a cosine barrier with $f=zaV/(\pi E_ag)<1$, the extrema of the tilted potential give the barrier

$$E_a\left(\sqrt{1-f^2}-f\arccos f\right)=E_a\left(1-\frac{\pi f}2+\frac{f^2}2+\dots\right).$$

The linear term is the lowering already used. The remainder is 0.0094 eV at the initial gap and grows as the gap closes. With the full cosine barrier the time ratio is 1.59.

**Atomic layers.** If the tip advances in steps of $a$, it waits $a/v$ at each gap before moving. The speed is then evaluated at the widest gap of each step, so the total is longer; the ratio is 1.28. This excess comes from taking the field at the start of each step; with the field at mid-step the ratio is 0.99. The first layer alone takes $ae^{-x}/v_0=5.4\times10^{-5}$ s, about half of $t_c$.

**Tip curvature.** Model the tip as a hyperboloid with apex radius $R$ facing a plane. In prolate spheroidal coordinates with focal distance $c$, surfaces of constant $\eta$ are hyperboloids, and a potential depending on $\eta$ alone obeys $[(1-\eta^2)\phi']'=0$. With $\phi=0$ on the plane $\eta=0$ and $\phi=V$ on the tip $\eta=\eta_0$, $\phi=V\,\mathrm{artanh}\,\eta/\mathrm{artanh}\,\eta_0$. On the axis the height above the plane is $c\eta$, so the apex field is

$$F=\frac{V}{c(1-\eta_0^2)\,\mathrm{artanh}\,\eta_0},\qquad c=\frac g{\eta_0},\qquad \eta_0^2=\frac g{g+R}.$$

The last two relations fix the apex position $c\eta_0=g$ and curvature radius $c(1-\eta_0^2)/\eta_0=R$. For $g\ll R$, use $\mathrm{artanh}\,\eta_0\simeq\eta_0(1+\eta_0^2/3)$ and $\eta_0^2\simeq g/R$:

$$F\simeq\frac Vg\left(1+\frac{2g}{3R}\right),\qquad bF\simeq\frac Lg+\frac{2L}{3R}. \tag{14}$$

To this order curvature multiplies the speed by the constant $e^{2L/(3R)}$. The blunt-tip time therefore requires $R\gg2L/3$, here 23 nm, as well as $R\gg g_0$. The computed ratios with the full field are 0.79 for $R=100$ nm and 0.11 for $R=10$ nm. They assume that the limiting hop is at the apex, and for a sharp tip they depend on its shape: a sphere of radius 10 nm gives 0.08. At the plane the field is below $V/g$ (5.3 MV/cm initially for $R=10$ nm), and if the hop there limited the growth the ratio would be 2.4.

**Small gaps.** With linear lowering the barrier vanishes at $g=zaV/(2E_a)=1.29$ nm, below which the exponential law has no meaning. Crossing that distance at the speed $a\nu$ takes $4\times10^{-13}$ s, which is negligible here.

**Tunnelling and heating.** A rough estimate takes $R^2k_F^2/4$ channels, each with conductance $2e^2/h$ times a semiclassical transmission. The inputs are $R=10$ nm, $k_F=12$ nm$^{-1}$, an electron barrier of 3.5 eV and a mass of $0.4m_e$. All the power $IV$ is assigned to a thermal resistance $1/(4\kappa R)$ with $\kappa=10$ W/(m K). The initial current is then about $4\times10^{-20}$ A. This is an upper-type estimate, because every channel and the whole bias window are given the transmission at the Fermi level and normal incidence; resolving energy and angle lowers it by several orders of magnitude. In this estimate heating reaches 10 K at a gap of 1.5 nm, where the mean field of 20 MV/cm is already above the rough breakdown field quoted below. With linear barrier lowering and a blunt tip, a fraction of about $10^{-8}$ of the time is then left. The full cosine barrier raises this fraction to roughly $10^{-6}$, which is still negligible. Leakage through traps is not included and could heat a defective film earlier.

## Comparison with real devices

The MgO parameters are rough typical or assumed values, not computed properties. The hop length is close to the cation spacing. The barrier of 0.70 eV represents a fast path through defects; migration in a perfect crystal has a much higher barrier, roughly 2 eV. The mean field of 6 MV/cm is below, but not far below, a rough breakdown field of 10 MV/cm. A blunt tip reaches the latter at 3.0 nm, with 0.4% of the time left; a 10 nm tip does so at 3.7 nm, with 5% of its own closing time left. Breakdown caused by prolonged stress below that threshold is not covered. A hyperboloidal tip with $R=10$ nm shortens the time ninefold if the limiting hop is at the apex. For $R=3$ nm the apex field at the initial gap, about 12 MV/cm, already exceeds the rough breakdown field, so the example does not cover such narrow filaments. For the blunt tip, raising the temperature to 358 K shortens the closing time by a factor of 23, while a barrier 0.1 eV higher lengthens it by a factor of 48. The model also assumes that the ion feels the mean field $V/g$. In a polar oxide the local field can be larger, and by (12) a field only 10% larger roughly halves the time. The absolute time of 0.1 ms is therefore uncertain by orders of magnitude. The initial-gap dominance is more robust provided that the field stays high, the voltage stays constant and hopping limits the growth. The main values are in the numerical output.

## Computed results

```
INPUTS (rough values for a defective MgO film)
ion charge number z = 2
hop length a = 0.30 nm
attempt frequency nu = 1.0e+13 1/s
hop barrier Ea = 0.70 eV
voltage V = 3.0 V
initial gap g0 = 5.0 nm
temperature T = 300 K, kT = 0.02585 eV
MODEL
mean field V/g0 = 6.00 MV/cm
v0 = 5.2196e+00 nm/s
b = 11.605 nm/V
L = bV = 34.814 nm
x = L/g0 = 6.9627
E2(x) = 1.0791e-04
closing time, exact = 1.0337e-04 s
closing time, exact = 4.273e+12 atomic units
closing time, leading form = 1.3022e-04 s
leading/exact = 1.2598
bounds on it: 1.1436 to 1.2872
delta = g0^2/L = 0.7181 nm
gap at half time = 4.6314 nm
same, logarithmic law = 4.5022 nm
time left after advance delta = 0.2346
time left at half the gap = 2.625e-04
d ln t/d ln g0 = 8.7716
d ln t/d ln V = -7.7716
time ratio, 10% larger gap = 2.236
half-time advance/g0 at x=0.05: 0.442
half-time advance/g0 at x=200: 0.00342
NEGLECTED EFFECTS (time ratio to the exact model time)
backward hops: ratio - 1 = 3.45e-07
second-order barrier change = 0.0094 eV
with full cosine barrier: 1.592
with atomic layer steps: 1.281
tip field, radius 10 nm = 7.89 MV/cm
with tip radius 10 nm: 0.1103
with tip radius 100 nm: 0.7940
at 358 K: 4.4249e-02
barrier 0.1 eV higher: 47.85
gap where barrier vanishes = 1.286 nm
time below it at speed a*nu = 4.29e-13 s
rough breakdown field = 10 MV/cm
blunt tip reaches it at gap = 3.00 nm
time fraction left there = 3.766e-03
10 nm tip reaches it at gap = 3.71 nm
its own time fraction left = 5.035e-02
rough electron barrier = 3.5 eV, mass = 0.4 m_e
rough k_F = 12 1/nm, heat cond. = 10 W/(m K)
tunnel current at g0 = 3.6e-20 A
heating at g0 = 2.7e-13 K
gap where heating is 10 K = 1.50 nm
time fraction left there = 8.7e-09
```
